# The first Runge-Gross step: different potentials drive different currents

Suppose that two time-dependent potentials differing by more than a function of time alone, acting on the same initial state, could produce the same current density at every point and time. Knowing the initial state and the current would then not tell us which potential had acted. The potential could not be treated as a functional of the current, even up to an added function of time, and neither could the wave function that it generates, even up to a phase: subtracting the two Schrödinger equations shows that wave functions differing only by a time-dependent phase require the total potential energies to differ only by a function of time wherever the wave function is nonzero. Equal currents and equal initial densities give equal densities through the continuity equation, so time-dependent density functional theory would lose its starting point. For ground states the analogous ambiguity, two potentials with the same density, is excluded with the help of the minimum principle for the energy (the current cannot play this role there, since without a vector potential a nondegenerate ground state carries none), but a state evolving from an arbitrary initial condition minimizes no energy. The argument has to come from the equation of motion.

Take $N$ particles, in atomic units ($\hbar=m=e=1$), with the Hamiltonian

$$\hat H(t)=\hat T+\hat W+\sum_{i=1}^N v(\mathbf r_i,t).$$

Here $\hat T$ is the kinetic energy and $\hat W$ a fixed interaction that depends on the particle positions. There is no vector potential. A second Hamiltonian $\hat H'(t)$ has the same $N$, $\hat T$ and $\hat W$, but a potential $v'$. The states $\Psi(t)$ and $\Psi'(t)$ start from the same normalized $\Psi_0$ at $t_0$, which need not be a ground state or even a stationary state.

Assume that on a common time interval starting at $t_0$ both potentials equal their Taylor series about $t_0$. Their difference is then described by the real functions

$$w_m(\mathbf r)=\left.\frac{\partial^m}{\partial t^m}\bigl[v(\mathbf r,t)-v'(\mathbf r,t)\bigr]\right|_{t_0},\qquad v-v'=\sum_{m=0}^{\infty}\frac{w_m(\mathbf r)}{m!}(t-t_0)^m .$$

If every $w_m$ were constant in space, the sum would be a function of time alone. So if $v-v'$ is more than a function of time on this interval, at least one $w_m$ depends on position. Let $k$ be the smallest such $m$. The claim is

$$\left.\frac{\partial^{m}}{\partial t^{m}}(\mathbf j-\mathbf j')\right|_{t_0}=0\quad(m\le k),\qquad \left.\frac{\partial^{k+1}}{\partial t^{k+1}}(\mathbf j-\mathbf j')\right|_{t_0}=-n_0(\mathbf r)\nabla w_k(\mathbf r), \tag{1}$$

where $n_0$ is the density of $\Psi_0$. The word "smallest" is part of the statement, for a reason that the proof will show. I also assume that the potentials and $\Psi_0$ are regular enough in space for the derivatives and commutators below to exist. This is a separate condition: a potential can be smooth in time and still have spatial singularities that spoil repeated application of $\hat H$ to $\Psi_0$.

The functions $w_0,\dots,w_{k-1}$ are constant in space but need not be zero. They can be removed first. Define

$$c(t)=\sum_{m=0}^{k-1}\frac{w_m}{m!}(t-t_0)^m,\qquad \alpha(t)=N\int_{t_0}^{t}c(s)\,ds,\qquad \tilde\Psi'(t)=e^{-i\alpha(t)}\Psi'(t),$$

with $c=0$ if $k=0$. Differentiating the product and using $i\partial_t\Psi'=\hat H'\Psi'$ gives

$$i\partial_t\tilde\Psi'=\dot\alpha\,\tilde\Psi'+e^{-i\alpha}\hat H'\Psi'=\bigl(\hat H'+Nc(t)\bigr)\tilde\Psi'.$$

Since $Nc(t)=\sum_i c(t)$, this is the Schrödinger equation with the potential $v'+c$. The phase is zero at $t_0$, so the initial state is still $\Psi_0$. The phase does not depend on position, so it commutes with the momenta and cancels between bra and ket: $\tilde\Psi'$ and $\Psi'$ have the same current.

We may therefore replace $v'$ by $v'+c$. For $m<k$ the $m$-th derivative of $c$ at $t_0$ is $w_m$, so the new potential difference has zero derivatives below order $k$. The $k$-th derivative of $c$ vanishes, because $c$ is a polynomial of degree at most $k-1$. From here on $\hat H'$ includes this shift. With $\hat H^{(m)}$ denoting the $m$-th time derivative,

$$\hat H^{(m)}(t_0)=\hat H'^{(m)}(t_0)\quad(m<k),\qquad \hat H^{(k)}(t_0)-\hat H'^{(k)}(t_0)=\sum_{i=1}^N w_k(\mathbf r_i). \tag{2}$$

Next we need the time derivatives of the current. It is the expectation value $\mathbf j(\mathbf r,t)=\langle\Psi(t)|\hat{\mathbf j}(\mathbf r)|\Psi(t)\rangle$ of the operator

$$\hat{\mathbf j}(\mathbf r)=\frac12\sum_{i=1}^N\bigl[\mathbf p_i\,\delta(\mathbf r-\mathbf r_i)+\delta(\mathbf r-\mathbf r_i)\,\mathbf p_i\bigr],\qquad \mathbf p_i=-i\nabla_i .$$

For any operator $\hat O(t)$, the relations $\partial_t|\Psi\rangle=-i\hat H|\Psi\rangle$ and $\partial_t\langle\Psi|=i\langle\Psi|\hat H$ give

$$\frac{d}{dt}\langle\hat O\rangle=i\langle\hat H\hat O\rangle-i\langle\hat O\hat H\rangle+\langle\partial_t\hat O\rangle=\bigl\langle -i[\hat O,\hat H]+\partial_t\hat O\bigr\rangle .$$

Applying this rule repeatedly, starting from the current operator, we obtain

$$\frac{\partial^m\mathbf j}{\partial t^m}=\langle\Psi(t)|\hat O_m(t)|\Psi(t)\rangle,\qquad \hat O_0=\hat{\mathbf j},\qquad \hat O_{m+1}=-i[\hat O_m,\hat H]+\partial_t\hat O_m .$$

The first two results are

$$\hat O_1=-i[\hat{\mathbf j},\hat H],\qquad \hat O_2=-i[\hat{\mathbf j},\hat H^{(1)}]-[[\hat{\mathbf j},\hat H],\hat H].$$

In both, the highest derivative of $\hat H$ occurs once, in a single commutator with $\hat{\mathbf j}$. The general form is

$$\hat O_{m+1}=-i[\hat{\mathbf j},\hat H^{(m)}]+\hat R_m, \tag{3}$$

where $\hat R_m$ is built from $\hat{\mathbf j}$ and derivatives of $\hat H$ of order at most $m-1$, and $\hat R_0=0$. The case $m=0$ is the expression for $\hat O_1$. If (3) holds for some $m$, then

$$\hat O_{m+2}=-i[\hat O_{m+1},\hat H]+\partial_t\hat O_{m+1}
=-i[\hat{\mathbf j},\hat H^{(m+1)}]+\underbrace{\bigl(-i[\hat O_{m+1},\hat H]+\partial_t\hat R_m\bigr)}_{\hat R_{m+1}} .$$

The operator $\hat O_{m+1}$ contains derivatives of $\hat H$ up to order $m$. Differentiating $\hat R_m$ raises its highest order from $m-1$ to at most $m$. Thus $\hat R_{m+1}$ contains nothing beyond $\hat H^{(m)}$, and (3) follows for every $m$ by induction.

Now compare the two systems at $t_0$, where both expectation values are taken in $\Psi_0$. For $1\le m\le k$, the operator $\hat O_m$ involves derivatives of $\hat H$ up to order $m-1\le k-1$. By (2) these agree, so the $m$-th derivatives of the currents agree. For $m=0$ the currents agree because the states do. This proves the first part of (1).

At order $k+1$, the remainder $\hat R_k$ contains derivatives up to order $k-1$ and is again the same for both systems. What survives is the commutator with $\hat H^{(k)}$:

$$\left.\frac{\partial^{k+1}}{\partial t^{k+1}}(\mathbf j-\mathbf j')\right|_{t_0}=-i\Bigl\langle\Psi_0\Bigl|\Bigl[\hat{\mathbf j}(\mathbf r),\sum_{l=1}^N w_k(\mathbf r_l)\Bigr]\Bigr|\Psi_0\Bigr\rangle . \tag{4}$$

To evaluate it, let the momentum commutator act on a function $f$:

$$[\mathbf p_i,w_k(\mathbf r_i)]f=-i\nabla_i(w_kf)+iw_k\nabla_i f=-i(\nabla_i w_k)f .$$

For $l\ne i$ the commutator $[\mathbf p_i,w_k(\mathbf r_l)]$ vanishes. The delta function depends on position alone and commutes with $w_k$. Each particle therefore contributes

$$\frac12\Bigl([\mathbf p_i,w_k(\mathbf r_i)]\,\delta(\mathbf r-\mathbf r_i)+\delta(\mathbf r-\mathbf r_i)\,[\mathbf p_i,w_k(\mathbf r_i)]\Bigr)=-i\,\delta(\mathbf r-\mathbf r_i)\nabla w_k(\mathbf r).$$

The two equal terms cancel the factor $\tfrac12$, and the delta function allows the gradient to be evaluated at $\mathbf r$. With the density operator $\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i)$,

$$\Bigl[\hat{\mathbf j}(\mathbf r),\sum_l w_k(\mathbf r_l)\Bigr]=-i\,\hat n(\mathbf r)\nabla w_k(\mathbf r).$$

Inserting this in (4) gives the factor $(-i)(-i)=-1$ and $\langle\Psi_0|\hat n|\Psi_0\rangle=n_0$, which is the second part of (1).

For $k=0$ the result is Newton's law for the difference between two experiments. The particles have the same positions, momenta and mutual forces at $t_0$, so the difference in the rate of change of momentum density is the difference in external force density, $-n_0\nabla w_0$. For larger $k$ the force difference starts as $-\nabla w_k\,(t-t_0)^k/k!$, and one time integration turns it into a current difference. Taylor's theorem applied to (1) gives

$$\mathbf j-\mathbf j'=-n_0\nabla w_k\,\frac{(t-t_0)^{k+1}}{(k+1)!}+o\bigl((t-t_0)^{k+1}\bigr). \tag{5}$$

At any point where $n_0\nabla w_k\ne0$, the currents therefore differ immediately after $t_0$. Such a point must exist for the conclusion to follow. If the initial density vanished wherever $\nabla w_k$ is nonzero, the right-hand side of (1) would be zero everywhere, and this order would not distinguish the potentials: a force acts on no particles there.

The Taylor assumption also matters. A difference $u(\mathbf r)\exp[-1/(t-t_0)^2]$, set to zero at $t_0$, is not a function of time alone if $u$ varies in space, yet all its time derivatives vanish at $t_0$. No $k$ exists, and the proof says nothing about the currents.

The restriction to the smallest $k$ can be seen at the next order. Take $k=0$ and write $\hat H=\hat H'+\hat U$ at $t_0$, with $\hat U=\sum_i w_0(\mathbf r_i)$. Besides the expected term $-n_0\nabla w_1$, the expression for $\hat O_2$ contributes the expectation value of

$$-[[\hat{\mathbf j},\hat H],\hat H]+[[\hat{\mathbf j},\hat H'],\hat H']=-[[\hat{\mathbf j},\hat H'],\hat U]-[[\hat{\mathbf j},\hat U],\hat H'].$$

The term $[[\hat{\mathbf j},\hat U],\hat U]$ has dropped out because $[\hat{\mathbf j},\hat U]$ is a function of positions. The remaining terms have no general reason to vanish. The first equals $-i[\hat O_1',\hat U]$ with $\hat O_1'=-i[\hat{\mathbf j},\hat H']$: it is the extra rate of change that $\hat U$ gives to $\langle\hat O_1'\rangle$ by altering the motion. For the second, the commutator found above gives $[\hat{\mathbf j},\hat U]=-i\hat n\nabla w_0$, so the term is $i[\hat n,\hat H']\nabla w_0$, whose expectation value is $-(\partial_t n)\nabla w_0$ at $t_0$: the force from $w_0$ acts on a density that is itself changing in time.

A small model shows the sizes involved. Two electrons in a spin singlet move on a ring of circumference $L=10$ bohr, with coordinates $x$ and $y$ and $q=2\pi/L$. They repel through $1/\sqrt{d^2+4}$, where $d=(L/\pi)\sin[\pi(x-y)/L]$ is, up to sign, the chord between them in bohr. The initial spatial wave function is proportional to

$$\bigl[1+0.4\cos qx+0.4\cos qy-0.3\cos q(x-y)\bigr]\,e^{0.5i(\sin qx+\sin qy)} .$$

It is symmetric under exchange, as a singlet requires, and carries a current. With $t_0=0$, the first potential is $v=0.5\cos qx+0.3\,t\sin qx+0.1\,t^2\cos 2qx$, and the second is fixed by

$$v-v'=0.3-0.2\,t+\frac{t^2}{2}\bigl(0.4\sin qx+0.1\cos 2qx\bigr)+\frac{t^3}{6}\,0.5\sin qx .$$

The constants $w_0=0.3$ and $w_1=-0.2$ exert no force. The first coefficient that varies in space is $w_2$, so $k=2$ and the third derivative of the current is the first to differ. The gradient is

$$\frac{dw_2}{dx}=q\,(0.4\cos qx-0.2\sin 2qx).$$

At $x=0$ it equals $0.4q=0.2513$, and the density is $n_0=0.3261$ per bohr. Equation (1) predicts $-0.3261\times0.2513=-0.0820$ in atomic units. At $x=5$ bohr the gradient is $-0.2513$ but the density is only $0.1004$, giving $+0.0252$. The same strength of force produces a response smaller by the density ratio, about $3.2$. At $x=2.5$ bohr the gradient vanishes and so does the difference, although the density there is $0.187$ per bohr.

The numerical check obtains the same quantities without the commutator argument, by differentiating the two-particle Schrödinger equation repeatedly and forming the current from the resulting states. On a grid of 32 points per electron, the largest difference in the third derivative is $0.1007$ per (atomic unit of time)$^4$, or $2.94\times10^5\ \mathrm{fs}^{-4}$ (between grid points the peak is slightly higher, $0.1008$); a current in one dimension has the unit of inverse time. Tests with the first space-dependent coefficient at $k=0,1,2,3$ agree with (1) to within $4\times10^{-12}$ atomic units, against this peak of about $0.1$.

The constant $w_0$ does make the states separate at first order. The difference of their first time derivatives is $-iNw_0\Psi_0$, with norm $2\times0.3=0.6$, as computed. It is a change of phase, and the current does not register it. The interaction cancels in a different way. Switching off the repulsion changes the third derivative of $j$ itself by up to $0.0125$ atomic units, but changes the difference between the two systems by no more than rounding error. At fourth order, by contrast, the simple expression $-n_0\,dw_3/dx$ has a peak of $0.102$ atomic units and misses the computed difference by up to $0.096$. Here the additional terms are nearly as large as the expression itself.

Direct propagation in time tests (5). At $t=0.1$ atomic units, the leading law gives a peak current difference of $0.1007\times(0.1)^3/6=1.68\times10^{-5}$, and the propagated value is $1.69\times10^{-5}$. To compare the whole profile, write $g=-n_0\,dw_2/dx$, let $D_4$ be the fourth time derivative of $j-j'$ at $t=0$, and project the difference onto $g$:

$$\rho(t)=\frac{3!}{t^3}\,\frac{\int g\,(j-j')\,dx}{\int g^2\,dx}=1+\frac t4\,\frac{\int g\,D_4\,dx}{\int g^2\,dx}+O(t^2).$$

The factor $\tfrac14$ is $3!/4!$. The computed fourth derivative gives a slope of $0.170$ per atomic unit of time. Propagation gives $\rho=1.0082$, $1.0159$ and $1.0295$ at $t=0.05$, $0.1$ and $0.2$, while the linear formula gives $1.0085$, $1.0170$ and $1.0341$. The ratio approaches one as $t$ decreases, and the mismatch with the linear formula falls by roughly a factor of four for each halving of $t$, as a second-order remainder should.

What has been established concerns currents. The continuity equation $\partial_t n=-\nabla\cdot\mathbf j$ turns (1) into

$$\left.\frac{\partial^{k+2}}{\partial t^{k+2}}(n-n')\right|_{t_0}=\nabla\cdot(n_0\nabla w_k).$$

A vector field can be nonzero and still have zero divergence, so different currents do not by themselves imply different densities. Excluding that possibility requires a further argument, with conditions on how $n_0$ and $w_k$ behave at the boundary or at large distance. On the ring, periodicity plays this role: integration by parts leaves no boundary term, so $\int w_2\,\partial_x(n_0\,\partial_x w_2)\,dx=-\int n_0\,(\partial_x w_2)^2dx=-0.081$ in atomic units, and the divergence cannot vanish everywhere.

## Values computed for the example and the checks

```
Ring length (bohr): 10.0  softening (bohr): 2.0
Grid points per electron: 32
Density min, max (1/bohr): 0.10041, 0.32614
Peak initial current (1/atu): 0.10246
Commutator test, max error (a.u.): 3.5e-16
k | largest lower-order difference | error at order k+1 (a.u.)
0 | 0.0e+00 | 4.7e-16
1 | 9.7e-17 | 2.6e-15
2 | 2.6e-15 | 2.3e-13
3 | 2.3e-13 | 3.8e-12
Example k = 2: w_0 = 0.3 Ha, w_1 = -0.2 Ha/atu
x (bohr) | n0 (1/bohr) | dw_2/dx (Ha/bohr/atu^2) | -n0 dw_2/dx | computed (atu^-4)
 0.00 | 0.32614 | +0.25133 | -0.081968 | -0.081968
 1.25 | 0.27981 | +0.05205 | -0.014564 | -0.014564
 2.50 | 0.18672 | +0.00000 | -0.000000 | -0.000000
 3.75 | 0.12019 | -0.05205 | +0.006256 | +0.006256
 5.00 | 0.10041 | -0.25133 | +0.025237 | +0.025237
 6.25 | 0.12019 | -0.30338 | +0.036464 | +0.036464
 7.50 | 0.18672 | -0.00000 | +0.000000 | +0.000000
 8.75 | 0.27981 | +0.30338 | -0.084887 | -0.084887
Peak third-derivative difference (atu^-4): 0.100702
The same peak (fs^-4): 2.9416e+05
Peak third derivative of j, of j' (atu^-4): 0.11583, 0.21560
Integral of n0 (dw_2/dx)^2 (a.u.): 0.081054
Norm of first-derivative difference of states (1/atu): 0.60000
Repulsion off: change of third derivative of j (atu^-4): 0.01247
Repulsion off: change of the difference (atu^-4): 1.6e-13
Order 4: peak of -n0 dw_3/dx (atu^-5): 0.10246
Order 4: peak deviation from it (atu^-5): 0.09564
Expected initial slope of the ratio below (1/atu): +0.17044
time (atu) | peak |j-j'| (1/atu) | ratio to leading law
0.05 | 2.1081e-06 | 1.00823
0.10 | 1.6925e-05 | 1.01588
0.20 | 1.3590e-04 | 1.02948
Phase angle N*int c dt at 0.20 atu (rad): 0.11200
Phase law error, current change (a.u.): 6.8e-15, 5.2e-15
```
